\section*{Invariants of one rank-2 or rank-3 tensor from the Molien–Weyl integral}

\section{What goes wrong without the count}

Suppose a rotation-equivariant model describes an atom's surroundings by one symmetric traceless tensor $T_{ijk}$, the Cartesian form of an $l=3$ multiplet, and must predict a number that changes sign between mirror images. A natural plan is to form rotation-invariant polynomials of $T$ and raise their degree until the fit is good. This plan fails at every degree up to 14: all invariants it can find take the same value on $T$ and on $-T$, although these can be mirror images that no rotation brings together. The first invariant that tells them apart has degree 15, and even that one vanishes when the surroundings have a rotation axis, as the last section shows. A search for a cubic invariant is equally futile, because there is none.

The number of invariants at each degree tells at which degrees to look and when a list is complete.

\section{Statement and conventions}

Let $V_l$ be the $(2l+1)$-dimensional irreducible representation of the rotation group SO(3). Let $h_d$ be the number of linearly independent homogeneous polynomials of degree $d$ in the components of one tensor in $V_l$ that no rotation changes, and let $H_l(t)=\sum_{d\ge0}h_dt^d$. Then
\begin{align}
H_2(t)&=\frac{1}{(1-t^2)(1-t^3)},\label{H2}\\
H_3(t)&=\frac{1+t^{15}}{(1-t^2)(1-t^4)(1-t^6)(1-t^{10})}.\label{H3}
\end{align}
The minimal generators of the invariants have degrees 2, 3 for $l=2$ and 2, 4, 6, 10, 15 for $l=3$.

The second claim does not follow from the first alone. A series can be written in several ways, as in $1/(1-t^2)=(1+t^2)/(1-t^4)$, so its denominator does not prove which generators exist. The series is derived twice below; explicit invariants then settle the generators. Coefficients may be complex, which does not alter the dimensions. All quantities are pure numbers.

Both derivations use one operation. For a power series $f(q)=\sum_n f_nq^n$ define
\begin{equation}
S_k[f](t)=\sum_n f_{kn}t^n=\frac1k\sum_{s^k=t}f(s).\label{section}
\end{equation}
The second form holds because the $k$ roots of $t$ average $s^n$ to zero unless $k$ divides $n$. A factor depending on $q^k$ alone can be taken out of $S_k$, with $q^k$ replaced by $t$.

\section{First derivation: averaging over rotations}

\subsection{From the projector to a contour integral}

Averaging a polynomial over all rotations projects it onto the invariants. The trace of a projector is the dimension of its image, so $h_d$ is the group average of the character of the degree-$d$ polynomials. A rotation by $\theta$ has eigenvalues $e^{im\theta}$, $m=-l,\dots,l$, on $V_l$. On monomials these eigenvalues multiply, and a geometric series for each $m$ gives, for $|t|<1$,
\begin{equation}
\sum_d t^d\chi_d(\theta)=\prod_{m=-l}^{l}\frac{1}{1-te^{im\theta}} .
\end{equation}
Polynomials carry the inverse rotation, but the set of eigenvalues is unchanged by $m\to-m$.

The weight of each angle follows from unit quaternions $(\cos\frac\theta2,\mathbf n\sin\frac\theta2)$. Multiplication by a unit quaternion is a rigid motion of the unit sphere in four dimensions, so the invariant measure is its surface area. At polar angle $\theta/2$ that area is proportional to $\sin^2(\theta/2)\,d\theta$. Since $\int_0^{2\pi}\sin^2(\theta/2)\,d\theta=\pi$, the normalized weight is
\begin{equation}
\frac{\sin^2(\theta/2)}{\pi}\,d\theta=\frac{1-\cos\theta}{2\pi}\,d\theta,\qquad 0\le\theta\le2\pi .
\end{equation}

Put $z=e^{i\theta}$, so $d\theta=dz/(iz)$ and $\cos\theta=(z+z^{-1})/2$. The product over $m$ is unchanged by $z\to1/z$, hence $z$ and $z^{-1}$ contribute equally and $\cos\theta$ may be replaced by $z$:
\begin{equation}
H_l(t)=\frac{1}{2\pi i}\oint_{|z|=1}\frac{dz}{z}\,\frac{1-z}{\prod_{m=-l}^{l}(1-tz^m)} .\label{MW}
\end{equation}

Take $0<t<1$. Factors with $m>0$ vanish outside the circle. For $m=-k<0$ we write $1-tz^{-k}=(z^k-t)/z^k$, so the poles inside lie at $z^k=t$, $k=1,\dots,l$. Their moduli $t^{1/k}$ differ, so all are simple. The case $l=1$ is a check: the integrand is $(1-z)/[(1-t)(1-tz)(z-t)]$ and its residue at $z=t$ is $1/(1-t^2)$. A vector has no invariants except polynomials in its squared length.

\subsection{Rank 2}

The factors $z^k$ supply $z^3$, and the integrand becomes
\begin{equation}
\frac{(1-z)z^2}{(1-t)(1-tz)(1-tz^2)(z-t)(z^2-t)} .
\end{equation}
At $z=t$ the last factor is $t^2-t=-t(1-t)$, so the residue is
\begin{equation}
-\frac{t}{(1-t)(1-t^2)(1-t^3)} .\label{r21}
\end{equation}
At a root $z=s$ of $s^2=t$, the last two factors give $(s-s^2)(2s)=2s^2(1-s)$, and the residue is $\frac12[(1-s^2)(1-s^3)(1-s^4)]^{-1}$. By (\ref{section}), the two roots together give
\begin{align}
S_2\!\left[\frac{1}{(1-q^2)(1-q^3)(1-q^4)}\right]
&=\frac{1}{(1-t)(1-t^2)}\,S_2\!\left[\frac{1+q^3}{1-q^6}\right]\nonumber\\
&=\frac{1}{(1-t)(1-t^2)(1-t^3)} .\label{r22}
\end{align}
Adding (\ref{r21}) puts $1-t$ in the numerator, which cancels and leaves (\ref{H2}).

\subsection{Rank 3}

Now the factors $z^k$ supply $z^6$, and the integrand is
\begin{equation}
\frac{(1-z)z^5}{(1-t)(1-tz)(1-tz^2)(1-tz^3)(z-t)(z^2-t)(z^3-t)} .
\end{equation}
At $z=t$, $(t^2-t)(t^3-t)=t^2(1-t)(1-t^2)$, so
\begin{equation}
R_1=\frac{t^3}{(1-t)(1-t^2)^2(1-t^3)(1-t^4)} .\label{R1}
\end{equation}
At $z=s$, $s^2=t$, the last three factors become $s(1-s)\cdot2s\cdot[-s^2(1-s)]=-2s^4(1-s)^2$. Summing over both roots,
\begin{equation}
R_2=-S_2\!\left[\frac{q}{(1-q)(1-q^2)(1-q^3)(1-q^4)(1-q^5)}\right].\label{R2s}
\end{equation}
At $z=u$, $u^3=t$, they become $u(1-u^2)\cdot u^2(1-u)\cdot3u^2$. The powers of $u$ and the factor $1-u$ cancel against the numerator, and
\begin{equation}
R_3=S_3[B],\qquad B(q)=\prod_{i=2}^{6}\frac{1}{1-q^i}.\label{R3s}
\end{equation}

For $R_2$, take out $(1-q^2)(1-q^4)$ and multiply above and below by
\begin{equation*}
(1+q)(1+q^3)(1+q^5)=1+q+q^3+q^4+q^5+q^6+q^8+q^9 .
\end{equation*}
The extra factor $q$ selects the odd terms, hence
\begin{equation}
R_2=-\frac{t+t^2+t^3+t^5}{(1-t)^2(1-t^2)(1-t^3)(1-t^5)} .\label{R2}
\end{equation}
For $R_3$, take out $(1-q^3)(1-q^6)$ and multiply above and below by $(1+q^2+q^4)(1+q^4+q^8)(1+q^5+q^{10})$. Its exponents divisible by 3 are $0,6,9,9,12,12,15,18,18$, so
\begin{equation}
R_3=\frac{1+t^2+2t^3+2t^4+t^5+2t^6}{(1-t)(1-t^2)^2(1-t^4)(1-t^5)} .\label{R3}
\end{equation}

Over the common denominator $D=(1-t)^2(1-t^2)^2(1-t^3)(1-t^4)(1-t^5)$ the numerators are
\begin{align*}
N_1&=t^3(1-t)(1-t^5)=t^3-t^4-t^8+t^9,\\
N_2&=-(t+t^2+t^3+t^5)(1-t^2)(1-t^4)\\
&=-t-t^2+t^4+t^5+t^6+t^7-t^8-t^{11},\\
N_3&=(1+t^2+2t^3+2t^4+t^5+2t^6)(1-t)(1-t^3)\\
&=1-t+t^2+t^4-2t^5-2t^7+t^8-t^9+2t^{10}.
\end{align*}
Their sum is
\begin{equation*}
N=1-2t+t^3+t^4-t^5+t^6-t^7-t^8+2t^{10}-t^{11}.
\end{equation*}
Multiplying by $(1+t^3)(1+t^5)$ cancels the middle powers:
\begin{align}
N(1+t^3)(1+t^5)&=(1+t^{15})(1-2t+2t^3-t^4)\nonumber\\
&=(1+t^{15})(1-t)^2(1-t^2).
\end{align}
Divide by $D(1+t^3)(1+t^5)$ and use $(1-t^3)(1+t^3)=1-t^6$ and $(1-t^5)(1+t^5)=1-t^{10}$. The result is (\ref{H3}).

\section{Second derivation: counting with ladder operators}

\subsection{Invariants as singlets}

Degree-$d$ polynomials on $V_l$ transform like states of $d$ bosons, each with angular momentum $l$. An invariant is a state of total $L=0$. Let $W_M$ be the number of ways to place $d$ bosons in the levels $m=-l,\dots,l$ with total projection $M$. Each multiplet with $L\ge1$ contributes one state to $M=0$ and one to $M=1$; a singlet contributes to $M=0$ alone. Therefore
\begin{equation}
h_d=W_0-W_1 .\label{diff}
\end{equation}

Let $G_d(q)=\sum_M W_Mq^{M+ld}$ and $n=2l$. The shifted levels run from 0 to $n$, so
\begin{equation}
F(t)=\sum_dG_d(q)t^d=\prod_{k=0}^{n}\frac{1}{1-tq^k}.
\end{equation}
Replacing $t$ by $tq$ shifts the product by one factor: $(1-t)F(t)=(1-tq^{n+1})F(tq)$. Comparing coefficients of $t^d$ gives $G_d-G_{d-1}=q^dG_d-q^{n+d}G_{d-1}$, or $(1-q^d)G_d=(1-q^{n+d})G_{d-1}$. With $G_0=1$,
\begin{equation}
G_d=\prod_{j=1}^{d}\frac{1-q^{n+j}}{1-q^j}=\prod_{i=1}^{n}\frac{1-q^{d+i}}{1-q^i} .
\end{equation}
The two products agree because each equals $\prod_{j=1}^{n+d}(1-q^j)$ divided by the same product up to $n$ and up to $d$. Since $W_{-1}=W_1$, (\ref{diff}) says that $h_d$ is the coefficient of $q^{ld}$ in $(1-q)G_d$.

\subsection{Rank 2}

The factor $1-q$ cancels the $i=1$ denominator, leaving
\begin{equation}
(1-q)G_d=\frac{\prod_{i=1}^4(1-q^{d+i})}{(1-q^2)(1-q^3)(1-q^4)} .
\end{equation}
We need the coefficient of $q^{2d}$. Products of two terms $q^{d+i}$ start at $q^{2d+3}$ and are too high. What remains is the coefficient of $q^{2d}$ in the inverse denominator, minus that of $q^d$ in $(q+q^2+q^3+q^4)$ times it. Multiply by $t^d$ and sum. The first part is (\ref{r22}). The second, with $t+t^2+t^3+t^4=t(1-t^4)/(1-t)$, is (\ref{r21}). Their sum is again (\ref{H2}).

\subsection{Rank 3}

Here $(1-q)G_d=B(q)\prod_{i=1}^6(1-q^{d+i})$, and the coefficient of $q^{3d}$ is needed. Products of three terms start at $q^{3d+6}$, so the expansion stops at second order:
\begin{equation}
H_3=S_3[B]-S_2[e_1B]+e_2(t)B(t),\label{three}
\end{equation}
where $e_1=\sum_{i=1}^6q^i=q(1-q^6)/(1-q)$ and $e_2=\sum_{i<j}q^{i+j}$. Subtracting the diagonal terms from $e_1^2$ and halving,
\begin{align}
e_2&=\frac12\left[\frac{q^2(1-q^6)^2}{(1-q)^2}-\frac{q^2(1-q^{12})}{1-q^2}\right]\nonumber\\
&=\frac{q^2(1-q^6)}{2(1-q)(1-q^2)}\,(2q-2q^6)\nonumber\\
&=\frac{q^3(1-q^5)(1-q^6)}{(1-q)(1-q^2)} .
\end{align}
The factor $2q-2q^6$ is $(1-q^6)(1+q)-(1+q^6)(1-q)$. Thus $e_2(t)B(t)$ is $R_1$ in (\ref{R1}), $-S_2[e_1B]$ is $R_2$ in (\ref{R2s}), and $S_3[B]$ is $R_3$. The sum already evaluated gives (\ref{H3}).

\section{What each derivation assumes}

The first derivation assumes a compact group with an invariant measure, and convergence for $|t|<1$. It uses finite rotations and needs no ladder operators. The same projector works for a finite group, with a sum replacing the integral.

The second assumes that the state space splits into complete angular-momentum multiplets. It needs neither a measure nor convergence, since $t$ and $q$ only label coefficients. It gives each $h_d$ as a difference of two integers. For a finite group of rotations the step $W_0-W_1$ is not enough, because multiplets with $L\ge1$ can also contain invariant states. The count then becomes $\sum_L(W_L-W_{L+1})\,n_L$, where $W_L-W_{L+1}$ is the number of multiplets of angular momentum $L$ and $n_L$ is the number of invariant states in one such multiplet.

The pole at $z^k=t$ and the term of order $l-k$ in the expanded numerator are the same contribution reached by two routes. At $t=0.3$ the residue sums for $l=3$ are $0.04826$, $-0.96909$ and $2.02952$. They add to $1.10869$, the value also found by an average over Euler angles.

Neither derivation constructs an invariant or includes inversion. Both matters are treated next.

\section{From the count to the generators}

\subsection{A criterion for independence}

Polynomials $I_a$ are algebraically independent if their gradients are linearly independent at one point. To see this, let $P(I_1,I_2,\dots)=0$ be a nontrivial relation of lowest degree in the $I_a$. Differentiation gives $\sum_a(\partial P/\partial I_a)\nabla I_a=0$. The gradients stay independent near the point, so every $\partial P/\partial I_a$ vanishes there and hence, being a polynomial in the tensor components, everywhere. At least one of them is a nontrivial relation of lower degree, a contradiction.

\subsection{Rank 2}

For a symmetric traceless matrix $Q$ take $I_2=\mathrm{tr}\,Q^2$ and $I_3=\mathrm{tr}\,Q^3$. On $Q=\mathrm{diag}(a,b,-a-b)$ they are $2(a^2+ab+b^2)$ and $-3ab(a+b)$. At $a=1$, $b=2$ the values are 14 and $-18$, and the Jacobian is
\begin{equation}
\det\begin{pmatrix}8&10\\-24&-15\end{pmatrix}=-120+240=120\ne0 .
\end{equation}
The polynomials in $I_2,I_3$ therefore have the series $1/[(1-t^2)(1-t^3)]$. This is the full count $H_2$, so no invariant is missing.

\subsection{Rank 3}

With repeated indices summed, define
\begin{align}
M_{ij}&=T_{ikl}T_{jkl},\qquad v_i=T_{ijk}M_{jk},\nonumber\\
I_2&=T_{ijk}T_{ijk},\quad I_4=M_{ij}M_{ij},\quad I_6=v_iv_i,\nonumber\\
I_{10}&=T_{ijk}v_iv_jv_k,\quad I_{15}=\mathbf v\cdot(M\mathbf v\times M^2\mathbf v).
\end{align}
The vectors in $I_{15}$ have degrees 3, 5 and 7. All indices are contracted by tensors that proper rotations preserve, so all five are invariant.

Suppose that $I_2,I_4,I_6,I_{10}$ are independent and $I_{15}\ne0$, as the next section shows. Let $A$ be the ring of polynomials in the first four. Its series is the inverse of the denominator of (\ref{H3}), and that of $I_{15}A$ is $t^{15}$ times as large. The two sets share only zero, because one has even degrees and the other odd. Together they have the series $H_3$ and exhaust the invariants:
\begin{equation}
\text{all invariants}=A\oplus I_{15}A .
\end{equation}
No generator is superfluous: the four even ones are independent, and an odd degree cannot be built from even ones. The five are not mutually independent, however. $I_{15}^2$ has even degree and so lies in $A$, which fixes $|I_{15}|$ for real tensors but leaves its sign free.

\section{A tensor that can be checked by hand}

Let $T_{122}=T_{233}=T_{123}=1$, with $T_{133}=T_{112}=T_{113}=T_{223}=0$. Zero trace requires $T_{111}=T_{222}=-1$ and $T_{333}=0$. Contracting the slices gives
\begin{equation}
M=\begin{pmatrix}4&-1&2\\-1&6&2\\2&2&4\end{pmatrix},\qquad
\mathbf v=\begin{pmatrix}6\\0\\2\end{pmatrix}.
\end{equation}
For instance, $v_1=-M_{11}+M_{22}+2M_{23}=-4+6+4=6$. Then $I_2=14$ (the trace of $M$), $I_4=16+36+16+2(1+4+4)=86$ and $I_6=36+4=40$. With $T_{ijk}v_jv_k=(-36,28,0)$, $I_{10}=6(-36)=-216$. Finally $M\mathbf v=(28,-2,20)$ and $M^2\mathbf v=(154,0,132)$, so
\begin{equation}
I_{15}=-2\,(6\cdot132-2\cdot154)=-968 .
\end{equation}

For a variation $E$ of $T$, the product rule gives
\begin{align}
\delta I_2&=2T_{ijk}E_{ijk},\qquad \delta I_4=4M_{ij}T_{jkl}E_{ikl},\nonumber\\
\delta v_i&=E_{ijk}M_{jk}+2T_{ijk}T_{jlm}E_{klm},\nonumber\\
\delta I_6&=2v_i\delta v_i,\nonumber\\
\delta I_{10}&=E_{ijk}v_iv_jv_k+3T_{ijk}v_jv_k\,\delta v_i .
\end{align}
Varying $T_{122}$ also changes $T_{111}$ by the opposite amount. It gives $\delta\mathbf v=(6,-8,2)$, hence $\delta I_6=2(36+4)=80$ and $\delta I_{10}=-216+3(-216-224)=-1536$. The derivatives with respect to $T_{122},T_{133},T_{112},T_{233}$ form the minor
\begin{equation}
\det\begin{pmatrix}8&2&2&8\\100&28&40&100\\80&64&0&56\\-1536&-192&0&-432\end{pmatrix}=-6690816 .
\end{equation}
To check it, subtract column 1 from column 4 and 20 times row 1 from row 2. Expansion along column 3 leaves $2[-60\cdot66048+12\cdot51456]$, which is this value. Both suppositions of the previous section are now proved.

\section{Reading the counts}

For $l=3$ the numbers of invariants at degrees 2, 4, 6, 8, 10, 12, 14 are 1, 2, 3, 4, 6, 8, 10; odd degrees below 15 have none. At degree 10 the lower generators supply five products, $I_2^5$, $I_2^3I_4$, $I_2I_4^2$, $I_2^2I_6$ and $I_4I_6$. The sixth invariant is $I_{10}$. At degree 15 there are 1636 states with $M=0$ but a single singlet. These counts were tested for both ranks up to degree 15 by diagonalizing $L_-L_+$, as the numerical output records.

Changing $T$ to $-T$ leaves 14, 86, 40 and $-216$ unchanged and turns $-968$ into $968$. No rotation can therefore join these two tensors. For a polar tensor, inversion sends $T$ to $-T$. Invariance under the full group O(3) then removes odd degrees and leaves generators of degrees 2, 4, 6, 10. A scalar energy that is polynomial in $T$ can be written as a polynomial in these four; a quantity odd under inversion must be $I_{15}$ times a polynomial in them, if it is polynomial. For an axial $l=3$ tensor inversion does nothing, and all five survive. For $l=2$, a tensor even under inversion keeps both generators.

A reflection is an inversion combined with a half-turn. If it leaves a polar $T$ unchanged, then $I_{15}=-I_{15}=0$. The test tensor with $T_{122}=1$, $T_{133}=2$, $T_{113}=3$, $T_{223}=-1$ and the other independent components zero has such a mirror plane, and its $I_{15}$ is 0 while the other four invariants are not.

A rotation axis has the same effect. A tensor unchanged by a twofold rotation has only the components $m=0,\pm2$ about that axis, one unchanged by a threefold rotation only $m=0,\pm3$, and a higher axis leaves $m=0$ alone. A turn about the axis removes the phase of the $\pm m$ pair, so $T$ has a mirror plane containing the axis and $I_{15}=0$. Chiral surroundings of symmetry $C_2$, $C_3$ or $D_3$ therefore give a polar $T$ that a rotation carries onto its mirror image, and no invariant of $T$ alone, of any degree, detects their handedness. A vanishing $I_{15}$ shows that $T$ is achiral, not that the surroundings are.

As $t\to1$, $H_2$ diverges as the second and $H_3$ as the fourth power of $1/(1-t)$. These powers are the numbers of independent invariants, $5-3$ and $7-3$: components minus rotation angles. This rule needs a generic tensor that no continuous family of rotations leaves fixed; for $l=1$ the rotations about the vector itself do nothing, and the power is $3-2=1$. The lists hold for one tensor. With two or more tensors, mixed contractions such as the scalar product of two equal-rank tensors appear, and the integrand in (\ref{MW}) needs a further product of factors for each tensor.

\section*{Table of computed values}
\begin{verbatim}
All quantities below are pure numbers (no unit).
test value t = 0.3
l=2 residue sums (z=t, z^2=t, ...): -0.48402632 1.61342108
l=2 angle integral 1.1293947573, Euler average 1.1293947573
l=2 closed form    1.1293947573
l=2 invariants, degree 1..15: [0, 1, 1, 1, 1, 2, 1, 2, 2, 2, 2, 3, 2, 3, 3]
l=2 size of weight-0 space at degree 15: 150
l=3 residue sums (z=t, z^2=t, ...): 0.04826165 -0.96909376 2.02952178
l=3 angle integral 1.1086896781, Euler average 1.1086896781
l=3 closed form    1.1086896781
l=3 invariants, degree 1..15: [0, 1, 0, 2, 0, 3, 0, 4, 0, 6, 0, 8, 0, 10, 1]
l=3 size of weight-0 space at degree 15: 1636
Q = diag(1,2,-3): I2, I3 = [14, -18]
Q Jacobian rows: [[8, 10], [-24, -15]] determinant: 120
independent components: {'T122': 1, 'T133': 0, 'T112': 0, 'T233': 1, 'T113': 0, 'T223': 0, 'T123': 1}
slice T_1jk: [[-1, 0, 0], [0, 1, 1], [0, 1, 0]]
slice T_2jk: [[0, 1, 1], [1, -1, 0], [1, 0, 1]]
slice T_3jk: [[0, 1, 0], [1, 0, 1], [0, 1, 0]]
M = [[4, -1, 2], [-1, 6, 2], [2, 2, 4]]
v = [6, 0, 2]  Mv = [28, -2, 20]  MMv = [154, 0, 132]
I2, I4, I6, I10, I15 = [14, 86, 40, -216, -968]
T_ijk v_j v_k = [-36, 28, 0]
dv/dT122 = [6, -8, 2]
dv/dT133 = [2, 2, 10]
dv/dT112 = [0, 0, 0]
dv/dT233 = [4, 0, 2]
dv/dT113 = [2, 2, 2]
dv/dT223 = [0, 10, 6]
dv/dT123 = [8, 8, 2]
gradient of I2: [8, 2, 2, 8, 0, 0, 12]
gradient of I4: [100, 28, 40, 100, -24, 0, 144]
gradient of I6: [80, 64, 0, 56, 32, 24, 104]
gradient of I10: [-1536, -192, 0, -432, 160, 832, -192]
nonzero minor, columns ['T122', 'T133', 'T112', 'T233'] : -6690816
invariants of -T: [14, 86, 40, -216, 968]
mirror-symmetric tensor, components: [1, 2, 0, 0, 3, -1, 0]
its I2, I4, I6, I10, I15: [58, 1532, 5200, 1240000, 0]
degree-30 monomials in I2, I4, I6, I10: 47
sample tensors used: 72
rank without and with I15 squared: 47 47
\end{verbatim}
